\section*{The Gray Phonon Mean Free Path of Silicon}

\section*{Problem}

Silicon conducts heat mainly through phonons, the quanta of its lattice vibrations. For silicon near room temperature, take the thermal conductivity $k=148$ W/(m K), the heat capacity per volume $C=1.66$ MJ/(m$^3$ K) and the sound speed $v=6400$ m/s. In the gray model all phonon energy moves at the one speed $v$ and has one mean free path $\Lambda$. Collisions are memoryless: the chance of a collision in the next small piece of path does not depend on the distance already flown. After a collision the energy leaves with equal probability in all directions.

\begin{enumerate}
\item Derive the relation between $k$, $C$, $v$ and $\Lambda$ for a temperature that varies little over one free path.
\item Show that the gray free path of silicon is about 42 nm.
\item Say what this length does and does not tell us about the phonons in silicon.
\end{enumerate}

SI units are used, since they are the natural ones for heat flow in a chip.

\section*{Hints}

\begin{enumerate}
\item Find the probability that a phonon flies a distance $s$ without colliding. What is the mean of $s$?
\item Stand at the plane $x=0$. A phonon arriving there brings energy that belongs to the temperature of the place where it last collided. Where is that place, if the phonon flew a distance $s$ at an angle $\theta$ to the $x$ axis?
\item Energy crossing the plane is weighted by the velocity component $v\cos\theta$. Average over all directions in space, not over angles in a plane.
\item Compare the flux with Fourier's law, $q=-k\,dT/dx$, and check the units before inserting numbers.
\item For the last question, ask which phonons the total heat capacity counts, and whether they all carry heat equally well.
\end{enumerate}

\section*{Solution}

\subsection*{The free flight}

Let $P(s)$ be the probability of flying at least a distance $s$ without a collision. In the next piece $ds$ a fraction $ds/\Lambda$ of the survivors collides, so
\begin{equation}
\frac{dP}{ds}=-\frac{P}{\Lambda},\qquad P(0)=1
\quad\Rightarrow\quad P(s)=e^{-s/\Lambda}.
\end{equation}
The flight lengths have the probability density $-dP/ds=e^{-s/\Lambda}/\Lambda$. With $y=s/\Lambda$ and $\int_0^\infty y^n e^{-y}dy=n!$, their first two moments are
\begin{equation}
\langle s\rangle=\Lambda\int_0^\infty y\,e^{-y}dy=\Lambda,\qquad
\langle s^2\rangle=\Lambda^2\int_0^\infty y^2e^{-y}dy=2\Lambda^2 .
\label{moments}
\end{equation}
The first confirms that $\Lambda$ is the mean free path. The second is needed for a check below.

\subsection*{The energy arriving at a plane}

Let the temperature depend on $x$ alone, and let $\mu=\cos\theta$ be the cosine of the angle between the direction of flight and the $x$ axis. For directions spread evenly over the sphere, the fraction between $\theta$ and $\theta+d\theta$ is $2\pi\sin\theta\,d\theta/(4\pi)$. This equals $\tfrac12 d\mu$, with $\mu$ running from $-1$ to $1$.

Over a small temperature range the phonon energy per volume is $u(T)=u_0+C(T-T_0)$, where $T_0$ is the temperature at $x=0$. Phonons collide at the rate $v/\Lambda$. In equilibrium, collisions must send out as much energy as they take in, so they emit $(v/\Lambda)\,u(T)\,\tfrac12d\mu$ per volume and time into the range $d\mu$.

A phonon that reaches $x=0$ after a flight of length $s$ started at $x=-\mu s$, a time $s/v$ earlier. A fraction $e^{-s/\Lambda}$ of the emitted energy survives the flight. Adding the emissions over all earlier times, with $dt=ds/v$, gives the energy density at $x=0$ in the range $d\mu$:
\begin{equation}
\tfrac12d\mu\int_0^\infty\frac{ds}{v}\,\frac{v}{\Lambda}\,e^{-s/\Lambda}\,u\big(T(-\mu s)\big)
=\tfrac12d\mu\int_0^\infty\frac{ds}{\Lambda}\,e^{-s/\Lambda}\,u\big(T(-\mu s)\big).
\end{equation}
This energy crosses the plane with velocity component $v\mu$, so the heat flux in the $+x$ direction is
\begin{equation}
q=\frac v2\int_{-1}^{1}d\mu\,\mu\int_0^\infty\frac{ds}{\Lambda}\,e^{-s/\Lambda}\,
u\big(T(-\mu s)\big).
\label{flux}
\end{equation}

\subsection*{A uniform gradient}

If the temperature varies slowly, it is nearly linear over the few free paths that matter: $T(x)=T_0+Gx$. Then $u(T(-\mu s))=u_0-CG\mu s$. The constant $u_0$ drops out because $\int_{-1}^1\mu\,d\mu=0$: equal amounts of energy cross from the two sides. The rest is
\begin{align}
q&=-\frac{CvG}{2}\int_{-1}^{1}\mu^2d\mu\int_0^\infty\frac{ds}{\Lambda}\,s\,e^{-s/\Lambda}\nonumber\\
&=-\frac{CvG}{2}\cdot\frac23\cdot\Lambda=-\frac{Cv\Lambda}{3}\,G .
\end{align}
The minus sign says that heat flows towards the colder side. One factor $\mu$ comes from the velocity across the plane, the other from the distance along $x$ to the last collision. Their average over the sphere, $\langle\mu^2\rangle=1/3$, is the origin of the factor 3.

The flux is the same at every $x$, so no energy piles up and the linear profile is steady. Comparison with $q=-kG$ gives
\begin{equation}
k=\frac{Cv\Lambda}{3},\qquad \Lambda=\frac{3k}{Cv}.
\label{gray}
\end{equation}

\subsection*{The number for silicon}

The product $Cv$ has the unit J/(m$^3$ K) $\times$ m/s $=$ W/(m$^2$ K). Dividing W/(m K) by it leaves a length, as it should. Numerically,
\begin{equation}
\Lambda=\frac{3\times148}{1.66\times10^{6}\times6400}\ \text{m}
=\frac{444}{1.0624\times10^{10}}\ \text{m}
=4.18\times10^{-8}\ \text{m}\approx 42\ \text{nm},
\end{equation}
or about 790 bohr. This is the value to be shown. The mean time between collisions is $\Lambda/v=6.53$ ps.

For a sense of scale, let the temperature change by 1 K per micrometre. The flux then has the magnitude $148\times10^6$ W/m$^2$, yet over one free path the temperature changes by only 0.042 K. Evaluating the integral (\ref{flux}) by quadrature with this gradient and this $\Lambda$ returns the conductivity of 148 W/(m K), as the numerical output shows.

\subsection*{A check by random flights}

The same relation follows from the spreading of heat. Energy conservation and Fourier's law give $C\,\partial T/\partial t=k\nabla^2T$, so an excess energy density $w$ obeys $\partial w/\partial t=D\nabla^2w$ with $D=k/C$. Multiply by $r^2$ and integrate over space. Two integrations by parts, with $w$ vanishing far away, move the Laplacian onto $r^2$:
\begin{equation}
\frac{d}{dt}\int r^2w\,d^3r=D\int w\,\nabla^2r^2\,d^3r=6D\int w\,d^3r .
\end{equation}
The mean square displacement therefore grows as $6Dt$.

Now follow a phonon through $n$ flights of lengths $s_i$ along unit vectors $\mathbf e_i$. Successive directions are independent and each averages to zero, so the cross terms $\langle s_is_j\,\mathbf e_i\cdot\mathbf e_j\rangle$ with $i\neq j$ vanish. By (\ref{moments}), $\langle r^2\rangle=n\langle s^2\rangle=2n\Lambda^2$, while the mean elapsed time is $n\Lambda/v$. After many flights the spreading follows the diffusion equation, so
\begin{equation}
D=\frac{\langle r^2\rangle}{6\langle t\rangle}=\frac{2n\Lambda^2}{6n\Lambda/v}=\frac{v\Lambda}{3},
\label{walk}
\end{equation}
and $k=CD$ is again (\ref{gray}). For silicon $k/C=8.916\times10^{-5}$ m$^2$/s. Simulated random flights with the gray path give $8.907\times10^{-5}$ m$^2$/s, lower by 0.1\,\% of the former value. A finite random sample is not expected to agree to every digit.

\subsection*{What the length means}

Equation (\ref{gray}) turns three bulk properties into one length. It does not show that every phonon in silicon flies about 42 nm. If group $i$ of phonons has heat capacity $C_i$, speed $v_i$ and free path $\Lambda_i$, and all groups share the local temperature, the derivation applies to each group and the fluxes add:
\begin{equation}
k=\frac13\sum_iC_iv_i\Lambda_i .
\label{groups}
\end{equation}
The conductivity fixes this sum, not the separate paths.

The choice of $C$ and $v$ matters too. The total heat capacity includes optical phonons, which store energy but move slowly. It also includes short-wavelength acoustic phonons, whose group velocity lies below the sound speed because the dispersion curves bend over towards the zone boundary. For both reasons the true $\sum_iC_iv_i$ is smaller than the product $Cv$ used above. The mean path weighted with $C_iv_i$ is $3k/\sum_iC_iv_i$, so it becomes longer in the same proportion. If the true sum were half of $Cv$, for instance, this mean would be about 84 nm. The half is only an illustration: the actual factor must be computed from the phonon dispersion of silicon, and the reduction can be larger. The figure of 42 nm thus belongs to the gray model together with the stated $C$ and $v$.

\section*{Variation 1: a temperature that varies quickly}

\textbf{Question.} Heat sources and sinks hold the temperature at which collisions emit phonons at $T(x)=T_0+A\sin(2\pi x/P)$. What conductivity would one infer from the flux and the gradient at $x=0$, for periods $P$ of 1000 nm and 100 nm?

\textbf{Solution.} Put $K=2\pi\Lambda/P$ and $y=s/\Lambda$. At the place of the last collision the sine is $\sin(-K\mu y)=-\sin(K\mu y)$. The integral over flight lengths is
\begin{equation}
\int_0^\infty e^{-y}\sin(ay)\,dy=\operatorname{Im}\frac{1}{1-ia}=\frac{a}{1+a^2},
\qquad a=K\mu .
\end{equation}
Equation (\ref{flux}) becomes
\begin{equation}
q=-\frac{CvA}{2}\int_{-1}^{1}\frac{K\mu^2}{1+K^2\mu^2}\,d\mu .
\end{equation}
The gradient at $x=0$ is $2\pi A/P=AK/\Lambda$. Dividing $-q$ by it, and using $Cv\Lambda=3k$, gives the apparent conductivity
\begin{equation}
\frac{k_{\rm app}}{k}=\frac32\int_{-1}^{1}\frac{\mu^2}{1+K^2\mu^2}\,d\mu .
\label{ratioint}
\end{equation}
To integrate, write $\mu^2/(1+K^2\mu^2)=\big[1-1/(1+K^2\mu^2)\big]/K^2$. The bracket integrates to $2-2\arctan(K)/K$, so
\begin{equation}
\frac{k_{\rm app}}{k}=\frac{3}{K^2}\left(1-\frac{\arctan K}{K}\right).
\label{ratio}
\end{equation}

For $P=1000$ nm, $K=0.263$ and the ratio is 0.961. For $P=100$ nm, $K=2.63$ and it is 0.235. The bulk law is thus good to 4\,\% in the first case and fails badly in the second, where many phonons arrive from beyond the nearest maximum or minimum of the temperature.

Two limits show the trend. For small $K$, $\arctan(K)/K=1-K^2/3+K^4/5-\dots$, and the ratio tends to $1-3K^2/5$. This is the condition behind (\ref{gray}): the period must be long compared with $2\pi\Lambda$. For large $K$, $\arctan(K)/K$ tends to zero and the ratio falls as $3/K^2$. The phonons arriving at $x=0$ then come from many different periods, and their hot and cold contributions largely cancel.

The gradient used here is that of the prescribed temperature $T(x)$, at which collisions emit phonons. The energy density of the phonons in flight varies less strongly, so a temperature defined by that density would give a larger apparent conductivity. Equation (\ref{ratio}) is also not a general correction for a film or a transistor, where boundaries also scatter phonons.

\section*{Variation 2: two free paths behind one conductivity}

\textbf{Question.} Keep $k$, $C$ and $v$, but let 80\,\% of the heat capacity have a free path of 10 nm. What path must the other 20\,\% have, and how much of the heat does it carry? These are model values, not a computed spectrum of silicon.

\textbf{Solution.} With equal speeds and heat-capacity shares $f_i=C_i/C$, (\ref{groups}) reads $k=(Cv/3)\sum_if_i\Lambda_i$. The gray path is then the average $\sum_if_i\Lambda_i$, so
\begin{equation}
41.79\ \text{nm}=0.8\times10\ \text{nm}+0.2\,\Lambda_2
\quad\Rightarrow\quad
\Lambda_2=\frac{33.79\ \text{nm}}{0.2}\approx169\ \text{nm}.
\end{equation}
The short-path group contributes
\begin{equation}
k_1=\tfrac13\times0.8\times1.0624\times10^{10}\times10^{-8}\ \text{W/(m K)}=28.3\ \text{W/(m K)}.
\end{equation}
The long-path group supplies the other 119.7 W/(m K), which is 81\,\% of the heat flow. One fifth of the heat capacity carries four fifths of the heat, with a path four times the gray value, and no phonon in this model has a mean free path of 42 nm.

Random flights confirm the average. To keep equilibrium, collisions must refill each group as fast as it loses energy, at a rate proportional to $f_iv/\Lambda_i$. A flight therefore belongs to group $i$ with probability $p_i\propto f_i/\Lambda_i$, and the argument of (\ref{walk}) gives
\begin{equation}
D=\frac{\sum_ip_i\,2\Lambda_i^2}{6\sum_ip_i\Lambda_i/v}
=\frac v3\,\frac{\sum_if_i\Lambda_i}{\sum_if_i}=\frac v3\sum_if_i\Lambda_i .
\end{equation}
The simulation yields $8.926\times10^{-5}$ m$^2$/s, which differs from $k/C$ by less than 0.2\,\%.

A quickly varying temperature tells the two models apart. For long periods, each group loses the fraction $\tfrac35(2\pi\Lambda_i/P)^2$ of its conductivity. Weighted with the conductivity shares, the total loss contains
\begin{equation}
\frac{\sum_if_i\Lambda_i^3}{\sum_if_i\Lambda_i}
=\frac{0.8\times10^3+0.2\times169^3}{41.79}\ \text{nm}^2
\approx2.3\times10^4\ \text{nm}^2
\end{equation}
in place of the gray $\Lambda^2\approx1.7\times10^3$ nm$^2$. For periods much longer than $2\pi\Lambda_2\approx1.06$ micrometres, the departure from the bulk law, with the gradient again taken from the emission temperature, is thus about 13 times the gray prediction, although both models have the same bulk conductivity. The factor 13 belongs to this definition of the temperature. A temperature read from the energy density, or the decay rate of a pattern left to relax, gives other numbers, so an experiment must be modelled as it is performed. What carries over is that the two models respond differently to short periods, so measurements at several heating periods can reveal a spread of free paths that the bulk conductivity hides.

\section*{Values computed for the example and the checks}
\begin{verbatim}
conductivity k: 148 W/(m K)
heat capacity C: 1.660e+06 J/(m^3 K)
speed v: 6400 m/s
3 k: 444 W/(m K)
C v: 1.0624e+10 W/(m^2 K)
gray free path: 41.79 nm
gray free path: 790 bohr
collision time: 6.53 ps
diffusivity k/C: 8.916e-05 m^2/s
diffusivity, gray random flights: 8.907e-05 m^2/s
temperature gradient: 1.0e+06 K/m
heat flux by quadrature: -1.480e+08 W/m^2
k from flux quadrature: 148.000 W/(m K)
temperature change per path: 0.0418 K
sine period: 1000 nm
  K = 2 pi path/period: 0.2626
  apparent k / bulk k: 0.9606
sine period: 100 nm
  K = 2 pi path/period: 2.6259
  apparent k / bulk k: 0.2351
short group, heat-capacity share: 0.80
short group, free path: 10.0 nm
short group, conductivity: 28.33 W/(m K)
long group, heat-capacity share: 0.20
long group, free path: 169.0 nm
long group, conductivity: 119.67 W/(m K)
long group, share of heat carried: 0.809
diffusivity, two-group flights: 8.926e-05 m^2/s
\end{verbatim}
